# Berry Phase and Wannier Centre of an Isolated One-Dimensional Band: a program that tests the result

```python
"""
Result under test: for an isolated one-dimensional band,
    Berry phase = 2 pi * (Wannier centre) / a   (modulo 2 pi).
Berry phase: integral over the zone of i<u_k|d/dk u_k>, with psi_k = exp(ikx) u_k
and psi_(k+G) = psi_k, G = 2 pi / a.
Wannier function: w(x) = zone average of psi_k(x); centre = integral of x |w|^2.
Model: V(x) = -V1 cos(Gx) - V2 sin(2Gx). Internally lengths are in units of a,
and wave numbers are stored as fractions of G.
"""
import numpy as np
from scipy import constants as const

a_nm, V1, V2 = 0.5, 4.0, 3.0
a_m = a_nm * 1e-9
E_G = const.hbar**2 * (2*np.pi/a_m)**2 / (2*const.m_e) / const.e
harmonics = np.arange(-12, 12)
POINTS = 48                      # real-space points per cell


def solve(n_k, v1=V1, v2=V2, shift=0.0):
    """Energies and plane-wave coefficients; the crystal is moved by shift*a."""
    kf = np.arange(n_k) / n_k
    size = len(harmonics)
    pot = np.zeros((size, size), complex)
    for m, v in ((1, -v1/2), (2, 1j*v2/2)):
        v = v * np.exp(-2j*np.pi*m*shift)
        pot += v*np.eye(size, k=-m) + np.conj(v)*np.eye(size, k=m)
    ham = np.repeat(pot[None], n_k, axis=0)
    idx = np.arange(size)
    ham[:, idx, idx] += E_G * (kf[:, None] + harmonics)**2
    return np.linalg.eigh(ham)


def band_states(n_k, band, **kw):
    return solve(n_k, **kw)[1][:, :, band]


def links(c):
    """Neighbour overlaps; the last state is exp(-iGx) u_0."""
    ext = np.vstack([c, np.roll(c[0], -1)])
    return np.sum(ext[:-1].conj() * ext[1:], axis=1)


def loop_phase(c):
    z = links(c)
    return -np.angle(np.prod(z/np.abs(z)))


def transport_gauge(c):
    """Parallel transport, then the closing mismatch spread evenly over the zone."""
    n_k = len(c)
    z = links(c)
    steps = np.concatenate([[0.0], np.cumsum(np.angle(z[:-1]))])
    twist = loop_phase(c) * np.arange(n_k) / n_k
    return c * np.exp(-1j*(steps + twist))[:, None]


def psi_at(c, x):
    kf = np.arange(len(c)) / len(c)
    return np.sum(c*np.exp(2j*np.pi*(kf[:, None]+harmonics)*x), axis=1)


def point_gauge(c, x0):
    """Make psi_k(x0) real and positive."""
    return c * np.exp(-1j*np.angle(psi_at(c, x0)))[:, None]


def zone_average(c):
    """Real-space function built from Bloch coefficients, on n_k cells."""
    n_k = len(c)
    kf = np.arange(n_k) / n_k
    y = np.arange(POINTS) / POINTS
    cells = np.arange(-(n_k//2), n_k - n_k//2)
    psi = (c @ np.exp(2j*np.pi*np.outer(harmonics, y)))
    psi = psi * np.exp(2j*np.pi*np.outer(kf, y))
    w = np.exp(2j*np.pi*np.outer(cells, kf)) @ psi / n_k
    return cells[:, None] + y, w


def moments(c):
    x, w = zone_average(c)
    rho = np.abs(w)**2 / POINTS
    centre = np.sum(x*rho)
    return np.sum(rho), centre, np.sum((x-centre)**2*rho)


def k_derivative(c):
    """Fourth-order difference in k; periodic gauge joins c_m(G) to c_(m+1)(0)."""
    n_k = len(c)
    f = c.T.reshape(-1)
    d = (8*(np.roll(f, -1)-np.roll(f, 1)) - np.roll(f, -2) + np.roll(f, 2))
    d = d / (12*2*np.pi/n_k)
    return d.reshape(len(harmonics), n_k).T


def connection_integral(c):
    return np.sum(c.conj()*1j*k_derivative(c)).real * 2*np.pi/len(c)


def wrapped(angle):
    return (angle + np.pi) % (2*np.pi) - np.pi


print(f"lattice constant a = {a_nm:.3f} nm")
print(f"V1 = {V1:.1f} eV, V2 = {V2:.1f} eV")
print(f"kinetic energy at wave number G = {E_G:.4f} eV")

# The bands must be isolated.
energies = solve(400)[0]
gaps = [np.min(energies[:, b+1]-energies[:, b]) for b in (0, 1)]
assert min(gaps) > 0.5
print(f"smallest direct gap, bands 1-2 = {gaps[0]:.4f} eV")
print(f"smallest direct gap, bands 2-3 = {gaps[1]:.4f} eV")

# Overlap product against the real-space centre, for two bands.
centres = []
for band in (0, 1):
    coarse = loop_phase(band_states(200, band))
    fine = loop_phase(band_states(400, band))
    phase = fine + wrapped(fine-coarse)/3      # removes the 1/N^2 mesh error
    norm, centre, spread = moments(transport_gauge(band_states(60, band)))
    assert abs(norm-1) < 1e-10
    assert abs(wrapped(phase-2*np.pi*centre)) < 1e-6
    centres.append((centre, spread))
    print(f"band {band+1}: Berry phase from overlaps = {phase:.6f} rad")
    print(f"band {band+1}: Wannier centre = {centre:.6f} a")
    print(f"band {band+1}: Wannier centre = {centre*a_nm:.6f} nm")
    print(f"band {band+1}: 2 pi centre / a = {2*np.pi*centre:.6f} rad")
    print(f"band {band+1}: spread <x^2>-<x>^2 = {spread:.6f} a^2")

# Independent gauge, and a further smooth periodic gauge change of winding one.
x0 = 0.1
raw60, raw400 = band_states(60, 0), band_states(400, 0)
amp = np.abs(psi_at(raw400, x0))
assert amp.min() > 0.1
print(f"point gauge: x0 = {x0:.2f} a, min |psi_k(x0)| = {amp.min():.4f} a^-1/2")
ripple = 0.8


def rewind(c):
    ka = 2*np.pi*np.arange(len(c))/len(c)
    return c*np.exp(-1j*(ka + ripple*np.sin(ka)))[:, None]


point60, point400 = point_gauge(raw60, x0), point_gauge(raw400, x0)
results = []
for name, c60, c400 in (("point gauge", point60, point400),
                        ("rewound gauge", rewind(point60), rewind(point400))):
    norm, centre, spread = moments(c60)
    integral = connection_integral(c400)
    assert abs(norm-1) < 1e-10
    assert abs(integral-2*np.pi*centre) < 1e-5   # no modulo: same gauge
    results.append((centre, spread))
    print(f"{name}: connection integral = {integral:.6f} rad")
    print(f"{name}: centre = {centre:.6f} a, spread = {spread:.6f} a^2")
assert abs(wrapped(2*np.pi*(results[0][0]-centres[0][0]))) < 1e-7
assert abs(results[1][0]-results[0][0]-1) < 1e-7
assert results[1][1] > results[0][1] + 0.01
assert centres[0][1] <= results[0][1] + 1e-6
print(f"ripple amplitude in rewound gauge = {ripple:.1f} rad")

# Position acting on w equals the zone average of exp(ikx) i du/dk.
x, w = zone_average(point400)
_, xw = zone_average(1j*k_derivative(point400))
position_error = np.max(np.abs(x*w-xw))
assert position_error < 1e-5
neighbour = abs(np.sum(w[1:].conj()*w[:-1]))/POINTS
assert neighbour < 1e-10
print(f"largest error of the x w identity = {position_error:.1e} a^1/2")
print(f"overlap of w with its neighbour = {neighbour:.1e}")

# A gauge that is not periodic gives a slow 1/x tail.
s = 0.3
kf_closed = np.arange(401)/400
amp_closed = np.append(amp, amp[0])
weights = np.ones(401)/400
weights[[0, -1]] /= 2
print(f"non-periodic gauge: s = {s:.1f}")
for n in (10, 20):
    wave = np.exp(2j*np.pi*kf_closed*n)
    good = abs(np.sum(weights*amp_closed*wave))
    bad = abs(np.sum(weights*amp_closed*wave*np.exp(-2j*np.pi*s*kf_closed)))
    tail = amp[0]*np.sin(np.pi*s)/(np.pi*(n-s))
    assert abs(bad/tail-1) < 0.02    # finite k mesh and next order in 1/n
    assert good < 1e-2*bad
    print(f"|w(x0+{n}a)|: periodic {good:.1e}, not periodic {bad:.5f} a^-1/2")
    print(f"  predicted 1/x tail = {tail:.5f} a^-1/2")

# Mesh convergence of the overlap product.
errors = []
for n_k in (10, 20, 40, 80, 160):
    err = abs(wrapped(loop_phase(band_states(n_k, 0))-2*np.pi*centres[0][0]))
    errors.append(err)
    print(f"overlap product, N = {n_k}: error = {err:.2e} rad")
assert 3.7 < errors[-2]/errors[-1] < 4.3
print(f"error ratio, N = 80 to 160: {errors[-2]/errors[-1]:.3f}")

# Arbitrary phases, translation, inversion and the symmetric crystal.
base = loop_phase(raw400)
rng = np.random.default_rng(1)
scrambled = raw400*np.exp(2j*np.pi*rng.random(400))[:, None]
assert abs(wrapped(loop_phase(scrambled)-base)) < 1e-9
move = 0.2
moved = loop_phase(band_states(400, 0, shift=move))
assert abs(wrapped(moved-base-2*np.pi*move)) < 1e-8
inverted = loop_phase(band_states(400, 0, v2=-V2))
assert abs(wrapped(inverted+base)) < 1e-8
symmetric = loop_phase(band_states(400, 0, v2=0.0))
half = loop_phase(band_states(400, 0, v2=0.0, shift=0.5))
assert abs(symmetric) < 1e-8 and abs(abs(half)-np.pi) < 1e-8
print(f"crystal moved by {move:.1f} a: phase = {moved:.6f} rad")
print(f"V2 reversed: phase = {inverted:.6f} rad")
print(f"V2 = 0, well at x = 0: |phase| = {abs(symmetric):.6f} rad")
print(f"V2 = 0, well at x = a/2: |phase| = {abs(half):.6f} rad")

print("done: every assertion held")
```

Output:

```
lattice constant a = 0.500 nm
V1 = 4.0 eV, V2 = 3.0 eV
kinetic energy at wave number G = 6.0165 eV
smallest direct gap, bands 1-2 = 3.9904 eV
smallest direct gap, bands 2-3 = 2.7614 eV
band 1: Berry phase from overlaps = 0.251706 rad
band 1: Wannier centre = 0.040060 a
band 1: Wannier centre = 0.020030 nm
band 1: 2 pi centre / a = 0.251706 rad
band 1: spread <x^2>-<x>^2 = 0.029836 a^2
band 2: Berry phase from overlaps = -1.442078 rad
band 2: Wannier centre = -0.229514 a
band 2: Wannier centre = -0.114757 nm
band 2: 2 pi centre / a = -1.442078 rad
band 2: spread <x^2>-<x>^2 = 0.107524 a^2
point gauge: x0 = 0.10 a, min |psi_k(x0)| = 1.5832 a^-1/2
point gauge: connection integral = 0.251706 rad
point gauge: centre = 0.040060 a, spread = 0.029937 a^2
rewound gauge: connection integral = 6.534892 rad
rewound gauge: centre = 1.040060 a, spread = 0.361232 a^2
ripple amplitude in rewound gauge = 0.8 rad
largest error of the x w identity = 2.9e-10 a^1/2
overlap of w with its neighbour = 4.8e-17
non-periodic gauge: s = 0.3
|w(x0+10a)|: periodic 5.0e-11, not periodic 0.04194 a^-1/2
  predicted 1/x tail = 0.04203 a^-1/2
|w(x0+20a)|: periodic 1.6e-16, not periodic 0.02053 a^-1/2
  predicted 1/x tail = 0.02070 a^-1/2
overlap product, N = 10: error = 4.97e-04 rad
overlap product, N = 20: error = 1.24e-04 rad
overlap product, N = 40: error = 3.10e-05 rad
overlap product, N = 80: error = 7.76e-06 rad
overlap product, N = 160: error = 1.94e-06 rad
error ratio, N = 80 to 160: 4.000
crystal moved by 0.2 a: phase = 1.508344 rad
V2 reversed: phase = -0.251707 rad
V2 = 0, well at x = 0: |phase| = 0.000000 rad
V2 = 0, well at x = a/2: |phase| = 3.141593 rad
done: every assertion held
```
